# Adjoint gradient of a scatterometry misfit for many layer permittivities

Suppose that the permittivity of a resist grating is to be fitted slice by slice, with 28 complex unknowns. Central differences need two field solutions for each of the 56 real parameters, so one gradient costs 112 solutions. The answer also depends on the step. In the example below, a common step of 0.1 in all real parts gives a slope whose error exceeds the slope itself, while a very small step loses digits to rounding. The adjoint method has no step, and it needs one forward and one adjoint solve for each illumination, however many permittivities there are. An illumination is one wavelength, angle and polarisation; with several, each needs its own pair of solves, and the gradients with respect to permittivities they share add.

## The discrete forward problem

Take the time factor $e^{-i\omega t}$, so that $\operatorname{Im}\varepsilon>0$ means absorption, and let $z$ point into the sample. The grating has period $\Lambda$ in $x$ and is uniform in $y$. The electric field $E$ lies along $y$ (TE), and a plane wave of unit amplitude arrives from air at angle $\theta$ in the $xz$ plane. With $k_0=2\pi/\lambda_0$ for vacuum wavelength $\lambda_0$,

$$(\partial_x^2+\partial_z^2+k_0^2\varepsilon)E=0,\qquad E=\sum_n u_n(z)e^{i\alpha_nx},\qquad \alpha_n=k_0\sin\theta+\frac{2\pi n}{\Lambda}.$$

The geometry and the substrate are taken as known. Slice $j$ has permittivity $\varepsilon_j$ inside its line and 1 outside. If $T_j$ is the Fourier matrix of the line's indicator function,

$$(T_j)_{nm}=\frac1\Lambda\int_{\text{line }j}e^{-i(\alpha_n-\alpha_m)x}dx,$$

then multiplication by $\varepsilon$ becomes the matrix $I+(\varepsilon_j-1)T_j$, whose elements are called $\varepsilon_{nm}$. For a layer that fills the period, $T_j=I$. The Helmholtz equation turns into

$$u_n''-\alpha_n^2u_n+k_0^2\sum_m\varepsilon_{nm}u_m=0 .$$

Above the sample, $u_n=\delta_{n0}e^{i\beta_0z}+r_ne^{-i\beta_nz}$ with $\beta_n=\sqrt{k_0^2-\alpha_n^2}$ and $\operatorname{Im}\beta_n\ge0$. At $z=0$ this gives $r_n=u_n(0)-\delta_{n0}$ and $u_n'(0)=i\beta_0\delta_{n0}-i\beta_nr_n$. Eliminating $r_n$,

$$u_n'(0)+i\beta_nu_n(0)=2i\beta_0\delta_{n0}.$$

Only downward waves exist in the substrate, so $u_n'(H)=i\gamma_nu_n(H)$, where $\gamma_n=\sqrt{k_0^2\varepsilon_s-\alpha_n^2}$ and $\operatorname{Im}\gamma_n\ge 0$.

Multiply the equation for $u_n$ by $-v_n$, integrate over depth, integrate the first term by parts, and insert both boundary conditions:

$$\sum_n\int_0^H\Big(u_n'v_n'+\alpha_n^2u_nv_n-k_0^2\sum_m\varepsilon_{nm}u_mv_n\Big)dz-i\sum_n\big[\gamma_nu_nv_n\big]_{H}-i\sum_n\big[\beta_nu_nv_n\big]_{0}=-2i\beta_0v_0(0).$$

Quadratic finite elements in $z$ and a finite set of orders $n$ make this a linear system $A u=b$. The permittivities enter only through the third term, and linearly. Hence

$$\frac{\partial A}{\partial\varepsilon_j}=-k_0^2M_j,\qquad v^TM_ju=\int_{\text{slice }j}\sum_{nm}v_n(T_j)_{nm}u_m\,dz .$$

The right side $b$ does not depend on them. In TM polarisation the equation for the magnetic field contains $1/\varepsilon$ between derivatives, so this expression for $\partial A/\partial\varepsilon_j$ would have to be replaced.

## From the misfit to the gradient

The power carried by an order along $z$ is proportional to $\operatorname{Re}\beta_n|r_n|^2$. For propagating orders the diffraction efficiency and the misfit are therefore

$$R_n=\frac{\beta_n}{\beta_0}|r_n|^2,\qquad J=\frac12\sum_n\left(\frac{R_n-D_n}{\sigma}\right)^2,$$

with data $D_n$ of uncertainty $\sigma$. Put $w_n=(R_n-D_n)/\sigma^2$. Since $d|r_n|^2=r_n^*dr_n+r_ndr_n^*=2\operatorname{Re}(r_n^*dr_n)$ and $dr_n=du_n(0)$,

$$dJ=\sum_nw_ndR_n=\operatorname{Re}(q^Tdu),\qquad q_n=2w_n\frac{\beta_n}{\beta_0}r_n^*,$$

where $q$ is nonzero only at the top node and in the propagating orders.

Differentiating $Au=b$ gives $A\,du=-dA\,u=k_0^2\sum_jd\varepsilon_jM_ju$. Finding $du$ for each $j$ would need one solve per permittivity. Define instead one vector $\lambda$ by

$$A^T\lambda=q .$$

Then $q^Tdu=\lambda^TA\,du$, and $du$ drops out:

$$\boxed{dJ=\operatorname{Re}\sum_jg_j\,d\varepsilon_j,\qquad g_j=k_0^2\lambda^TM_ju.}$$

A real change of $\varepsilon_j$ gives $\partial J/\partial\operatorname{Re}\varepsilon_j=\operatorname{Re}g_j$. A change $i\,d\varepsilon''$ gives $\operatorname{Re}(ig_j)d\varepsilon''$, so $\partial J/\partial\operatorname{Im}\varepsilon_j=-\operatorname{Im}g_j$. The plain transpose appears because $u$ is an analytic function of each $\varepsilon_j$. The conjugation that comes from $|r_n|^2$ is already contained in $q$. A factorisation of $A$ also solves the transposed system, so the second solve needs no second factorisation.

If the adjoint system is solved only approximately, with residual $s=q-A^T\tilde\lambda$, then $q^Tdu-\tilde\lambda^TA\,du=s^Tdu$. The error of $dJ$ is thus $\operatorname{Re}(s^Tdu)$ when $u$ is accurate. Near a resonance, where $A$ is nearly singular, $du$ can be large and a small residual is no longer a guarantee of a good gradient.

## What the adjoint field is

Let $F(x,z)=\sum_n\lambda_n(z)e^{-i\alpha_nx}$. Inserting the definition of $T_j$ into $\lambda^TM_ju$ gives

$$g_j=\frac{k_0^2}{\Lambda}\int_{\text{line }j}F\,E\,dx\,dz .$$

A slice matters where the two fields overlap, with phase included. If a slice is so thin that the product $FE$ hardly changes across its depth, $g_j$ is proportional to the slice thickness. Cutting any slice in two splits its derivative into two parts that add up to the original, but they need not be equal or even have the same sign. Slices of unequal thickness need scaling before their derivatives are compared.

The transposed system says that $F$ obeys the Helmholtz equation with the same $\varepsilon(x,z)$. Integrating its weak form back by parts leaves, at the top, $-\lambda_n'(0)-i\beta_n\lambda_n(0)=q_n$. A wave of amplitude $a_n$ incident in order $n$ would give $\lambda_n'(0)+i\beta_n\lambda_n(0)=2i\beta_na_n$. Comparing the two,

$$a_n=\frac{iq_n}{2\beta_n}=\frac{i w_nr_n^*}{\beta_0}.$$

The incident part of $F$ is $\sum_na_ne^{-i\alpha_nx+i\beta_nz}$. Each measured order is sent back along the direction from which it came, with conjugated amplitude and weighted by its residual. A separately assembled problem with this reversed illumination reproduced $\lambda$ for the grating below to $5\times10^{-14}$ of its largest value.

A planar film with a specular datum is a useful second case. The orders decouple and the block of $A$ for $n=0$ is symmetric, so $\lambda_0=(iw_0r_0^*/\beta_0)u_0$ and the second solve is unnecessary. Then

$$g_j=\frac{ik_0^2w_0r_0^*}{\beta_0}\int_ju_0^2dz,\qquad dr_0=\frac{ik_0^2}{2\beta_0}\int u_0^2\,d\varepsilon\,dz .$$

The second formula can be checked by hand for a weak free-standing film of thickness $d$ and permittivity $1+d\varepsilon$. With $u_0=e^{i\beta_0z}$ it gives

$$dr_0=\frac{k_0^2d\varepsilon}{4\beta_0^2}\left(e^{2i\beta_0d}-1\right).$$

In the film the vertical wavenumber is $\beta_0+k_0^2d\varepsilon/(2\beta_0)$ to first order, so the front face reflects $-k_0^2d\varepsilon/(4\beta_0^2)$. The back face reflects the opposite amount, delayed by $e^{2i\beta_0d}$. The sum is the same expression.

## A leaning resist grating

The example is a photoresist grating of pitch 1000 nm on an absorbing underlayer on silicon, seen at 532 nm and 20°. There are 20 resist slices and 8 underlayer slices, each 10 nm thick. From the first slice to the last, the line width grows from 481 to 519 nm and the line centre moves from $-9.5$ to $+9.5$ nm. The silicon substrate has $\varepsilon_s=17.2+0.4i$. The guess is $\varepsilon=2.45$ in the resist and $2.90+0.05i$ in the underlayer. The synthetic, noise-free data belong to a resist rising from 2.405 to 2.595 with depth and an underlayer of $3.10+0.10i$. They come from a modal solver, which treats the $z$ dependence within each slice analytically, with orders up to $\pm24$; the fit uses $\pm12$. The uncertainty is $\sigma=0.001$.

Four orders propagate:

| Order | $R_n$ at guess | $D_n$ | Residual / $\sigma$ |
|---|---|---|---|
| $-2$ | 0.01073 | 0.00849 | 2.24 |
| $-1$ | 0.02323 | 0.02140 | 1.83 |
| 0 | 0.01347 | 0.01677 | $-3.30$ |
| $+1$ | 0.00938 | 0.00760 | 1.78 |

Thus $J=\tfrac12(5.02+3.35+10.89+3.17)=11.2$. At the true permittivities $J$ is 0.00005, which is left almost entirely by the truncation to $\pm12$ orders; with $\pm20$ orders and exact $z$ dependence it falls below $10^{-6}$.

Some of the derivatives are:

| Slice | $\partial J/\partial\operatorname{Re}\varepsilon_j$ | $\partial J/\partial\operatorname{Im}\varepsilon_j$ |
|---|---|---|
| 1 (top of resist) | $-2.88$ | 8.56 |
| 7 | 11.29 | $-0.12$ |
| 21 (top of underlayer) | $-16.04$ | $-27.40$ |
| 28 (bottom of underlayer) | $-0.09$ | 5.31 |

To first order, raising $\operatorname{Re}\varepsilon_7$ by 0.01 raises $J$ by 0.11. The signs do not point to the truth slice by slice. The true absorption is higher than the guess throughout the underlayer, yet $J$ falls with absorption in slice 21 and rises with it in slice 28. In slice 1 descent would push $\operatorname{Im}\varepsilon$ below zero, which means gain, so a fit of the imaginary parts needs a bound.

## Three different errors

**Error of the derivative.** For a smooth $J$ along a line in parameter space, Taylor expansion gives

$$\frac{J(h)-J(-h)}{2h}=J'(0)+\frac{h^2}{6}J'''(0)+O(h^4).$$

If each value of $J$ carries a rounding error of at most $\eta$, the quotient has a further error of at most $\eta/h$. When all real parts rise together, the adjoint slope is $-43.36$, and the relative errors of the differences are:

| Step $h$ | Relative error |
|---|---|
| $10^{-1}$ | $1.2$ |
| $10^{-2}$ | $1.2\times10^{-2}$ |
| $10^{-3}$ | $1.2\times10^{-4}$ |
| $10^{-4}$ | $1.2\times10^{-6}$ |
| $10^{-5}$ | $4.8\times10^{-8}$ |
| $10^{-6}$ | $2.2\times10^{-7}$ |
| $10^{-8}$ | $2.3\times10^{-6}$ |

Down to $10^{-4}$ the error is close to $120h^2$, as the expansion predicts. An incorrect adjoint slope would instead leave a plateau. Below $10^{-5}$ the error grows, but more slowly than $1/h$. That is compatible with $\eta/h$, which is only an upper bound.

With step $2\times10^{-4}$ in one parameter at a time, all 56 derivatives agreed with the adjoint values to $1.3\times10^{-7}$ of the largest. The differences took 112 factorisations and 3.64 s, the adjoint gradient one factorisation, two solves and 0.033 s. For angles of 10°, 20° and 30° together, six solves gave the summed gradient. Its derivative along a random direction agreed with differences to $1.7\times10^{-9}$ of the product of the two vector norms.

**Error of the discretisation.** The agreement above shows that the gradient belongs to the discrete misfit. It says nothing about how well that misfit represents the continuous problem. Raising the orders from $\pm12$ to $\pm20$ moved the gradient by 0.15 % of its norm, and halving the vertical elements moved it by 0.03 %. Going from $\pm12$ to $\pm32$ moves it by 0.18 %, so the derivatives quoted above belong to the discrete misfit, and their last digit is not converged.

The gradient is more sensitive than the efficiencies, none of which moves by more than 0.04 % from $\pm12$ to $\pm20$. It contains residuals, and the derivatives of the efficiencies have errors of their own. An error $\delta R_n$ changes the weight $w_n$ by the fraction $\delta R_n/(R_n-D_n)$. At equal Fourier order, the efficiencies of the finite-element and modal solvers differ by at most $4\times10^{-7}$. Divided by residuals of 0.0018 to 0.0033, this gives relative weight errors of up to about $(1\text{ to }2)\times10^{-4}$. Differences of the modal misfit, taken for the real parts of six slices, departed from the adjoint values by at most $1.1\times10^{-4}$ of the largest $|g_j|$, which is of that size. The weights alone account for $1.0\times10^{-4}$ of it, and the errors in the derivatives of the efficiencies for about $5\times10^{-6}$. As a fit improves and the residuals shrink, the same mesh gives a relatively poorer gradient.

**Error of the model.** The permittivities used here are rough values for a polymer resist, an organic underlayer and silicon in green light. The assumed depth variation of the resist is an illustration, not a measured profile. The coarse pitch provides several reflected orders. At this wavelength and angle, a pitch below $532/(1+\sin20^\circ)\approx396$ nm would leave only the specular order in reflection.

The assumption that matters most among those sized here is the clean silicon surface. Adding 1.5 nm of native oxide ($\varepsilon=2.13$), with everything else fixed, shifts an efficiency by up to $2.5\sigma$ and changes the gradient by 224 % of its norm. The shift is comparable with the residuals that drive the fit, so the oxide has to be in the model at this level of uncertainty. A linewidth bias of 2 nm shifts the efficiencies by up to $0.15\sigma$ and the gradient by 5 %. An angular spread of ±1° contributes $0.03\sigma$ at most; a bandwidth of ±1 nm, with permittivities held fixed, and slow linewidth roughness of 2 nm rms each stay below $0.01\sigma$. A TM power leakage of 0.1 % is bounded by $0.99\sigma$; its actual effect was not computed. The spreads matter little because they are symmetric about the nominal values; an offset of 1° in the angle shifts an efficiency by up to $1.3\sigma$, and an offset of 1 nm in the wavelength by up to $0.38\sigma$. The thicknesses and the substrate, taken as known, are sensitive too. An underlayer 1 nm thicker shifts an efficiency by up to $1.5\sigma$ and the gradient by 135 %, about as much per nanometre as the oxide, and $\varepsilon_s=17.0+0.4i$ gives $0.43\sigma$ and 42 %.

## What the gradient cannot supply

Four efficiencies depend on 56 real parameters. The linear map from parameter changes to efficiency changes has rank at most four, so at least 52 independent directions leave all the data unchanged to first order. An accurate gradient cannot remove this ambiguity.

One descent step gives a first sign of the consequence. Only the real parts were moved, along $-\operatorname{Re}g_j$, with a step length that was halved if necessary until $J$ decreased. The misfit fell from 11.2 to 3.8. Since $J$ is quadratic in the residuals, their rms value fell by 42 %. The rms error of the real permittivities fell from 0.125 to 0.103, a drop of 18 %. A converged fit makes the point clearly. With the modal solver, repeated minimum-norm Gauss–Newton steps in the real parts bring $J$ below $10^{-10}$, yet the rms error remains 0.098. In that fit the imaginary parts stay at the guess. With the imaginary parts at their true values the data are fitted just as well and the rms error is 0.141, larger than at the start; with all 56 parameters free it is 0.104. Further angles add data on the same unknowns at the cost of one pair of solves each, though some of these data may carry little new information. A further wavelength costs the same, but because permittivity varies with wavelength it also brings new unknowns, unless a dispersion model links them to the old ones. Where the added illuminations do not suffice, the depth profile must be described by fewer parameters or constrained by prior knowledge. The chain rule then carries the same $g_j$ over to the new parameters without another field solve.

## Table of computed values

```
wavelength 532 nm, angle 20 deg, pitch 1000 nm
slices: 20 resist + 8 underlayer, each 10 nm
line width first/last slice 481 / 519 nm
line centre first/last slice -9.5 / 9.5 nm
guess eps: resist 2.45+0.00j, underlayer 2.90+0.05j
true eps: resist 2.405 to 2.595, underlayer 3.10+0.10j
substrate eps 17.2+0.4j; sigma 0.0010; orders +-12
order -2: R guess 0.01073, datum 0.00849
order -1: R guess 0.02323, datum 0.02140
order +0: R guess 0.01347, datum 0.01677
order +1: R guess 0.00938, datum 0.00760
misfit J at guess 11.204, at truth 0.00005
slice: dJ/dRe eps adjoint, difference; dJ/dIm eps adjoint, difference
 1: -2.87506, -2.87506; 8.56271, 8.56271
 7: 11.28816, 11.28816; -0.12459, -0.12460
14: -1.14633, -1.14633; -3.95037, -3.95037
20: -0.52607, -0.52607; 3.87818, 3.87818
21: -16.03625, -16.03625; -27.39820, -27.39820
28: -0.08667, -0.08667; 5.31495, 5.31495
largest error of all 56 derivatives / largest: 1.3e-07
same, modal-solver differences (6 slices): 1.1e-04
slope for common rise of all Re eps: -43.3608
step 1e-01: relative difference error 1.2e+00
step 1e-02: relative difference error 1.2e-02
step 1e-03: relative difference error 1.2e-04
step 1e-04: relative difference error 1.2e-06
step 1e-05: relative difference error 4.8e-08
step 1e-06: relative difference error 2.2e-07
step 1e-07: relative difference error 8.6e-07
step 1e-08: relative difference error 2.3e-06
adjoint: 1 factorisation, 2 solves, 0.033 s
differences: 112 factorisations, 3.64 s
three angles: 6 solves, directional error 1.7e-09
Airy amplitude error 3.5e-06, modal efficiency error 4.0e-07
overlap-integral error 7.8e-15, sent-back field 5.1e-14
planar film, adjoint/forward proportionality error 1.5e-15
gradient shift, orders 12 to 20: 0.145 %
gradient shift, vertical mesh halved: 0.0314 %
descent step: J 11.204 to 3.795
rms error of Re eps: 0.1249 to 0.1029
neglected, linewidth bias +2 nm: 0.151 sigma
neglected, native oxide 1.5 nm: 2.452 sigma
neglected, angular spread +-1 deg: 0.033 sigma
neglected, bandwidth +-1 nm: 0.004 sigma
neglected, slow width roughness 2 nm rms: 0.003 sigma
neglected, 0.1 % TM leakage, upper bound: 0.991 sigma
gradient change: width bias 4.7 %, oxide 223.6 %
```
